# Cancellation of Rank-2 Level Shifts over Orthogonal Axes and Magnetic Sublevels, part 2

A trapped ion sits where the electric field vanishes but its static gradient does not. The gradient shifts the magnetic sublevels of a level $J$. The shift can be removed by averaging over three orthogonal magnetic field directions or over all sublevels.

The external potential has second derivatives $\phi_{ij}$ at the nucleus, and the ion's charges $q_k$ lie at $\mathbf r_k$ from it. The perturbation is built from

$$
Q_{ij}=\sum_k q_k\left(3r_{k,i}r_{k,j}-\delta_{ij}r_k^2\right), \tag{1}
$$

$$
V=\sum_{ij}g_{ij}Q_{ij},\qquad g_{ij}=\tfrac16\phi_{ij}. \tag{2}
$$

Both $g$ and $Q$ are symmetric and traceless. If $U(R)$ rotates the ion's state by the matrix $R$,

$$
U(R)^\dagger Q_{ij}U(R)=\sum_{kl}R_{ik}R_{jl}Q_{kl}. \tag{3}
$$

The operators $J_i$ are dimensionless, in units of $\hbar$. For a magnetic field along the unit vector $\mathbf n$, $J_n=\mathbf n\cdot\mathbf J$, $J_n|m;\mathbf n\rangle=m|m;\mathbf n\rangle$, and neighbouring sublevels are $\Delta>0$ apart. $P$ projects onto the level, whose energy is $E_0$; other levels $k$ have energies $E_k$. The level is isolated: matrix elements of $V$ and of the magnetic interaction that lead out of it are neglected. Then

$$
H(\mathbf n)=\Delta J_n+PVP . \tag{4}
$$

With $q_m$ the expectation value of $Q_{zz}$ in $|m;\hat{\mathbf z}\rangle$, the first-order shift is

$$
E_m(\mathbf n)=\frac{q_m}{2}\Big(3\sum_{ij}g_{ij}n_in_j-\sum_ig_{ii}\Big)
=\frac{3q_m}{2}\,\mathbf n\cdot g\cdot\mathbf n. \tag{8}
$$

**Theorem.** Let $V$ be a rank-2 perturbation of an isolated level $J$.

(a) For fixed $m$ and any three mutually orthogonal unit vectors $\mathbf n_1,\mathbf n_2,\mathbf n_3$, the first-order shifts satisfy $E_m(\mathbf n_1)+E_m(\mathbf n_2)+E_m(\mathbf n_3)=0$.

(b) For any single $\mathbf n$, the eigenvalues of $H(\mathbf n)$ sum to zero, whatever the ratio of $V$ to $\Delta$. Since the Zeeman energies $m\Delta$ also sum to zero, the average shift of the $2J+1$ sublevels vanishes.

The closing numerical output includes two earlier tests. The Stark test couples a spinless $l=2$ level to one $l=1$ level above it, with unit radial matrix element and energy separation, in the electric field $(1,2,-1)$; its axes are those of the worked example. The rank-4 test applies $x^4+y^4+z^4-\frac35r^4$, with unit strength, to a $d$ electron with $J=\frac52$.

### Lemma 3: the dependence on $m$

For $J\ge1$,

$$
q_m=q_J\,\frac{f_m}{J(2J-1)},\qquad f_m=3m^2-J(J+1). \tag{11}
$$

*Proof.* For an infinitesimal rotation, the tensor property of $Q_{kl}$ becomes a commutator. Each index behaves like that of a vector, $[J_i,r_k]=i\sum_p\epsilon_{ikp}r_p$, so

$$
[J_i,Q_{kl}]=i\sum_p\left(\epsilon_{ikp}Q_{pl}+\epsilon_{ilp}Q_{kp}\right).
$$

Take the commutator with $J_i$ again and sum over $i$. Four terms arise:

$$
-\sum_{ips}\left(\epsilon_{ikp}\epsilon_{ips}Q_{sl}+\epsilon_{ikp}\epsilon_{ils}Q_{ps}
+\epsilon_{ilp}\epsilon_{iks}Q_{sp}+\epsilon_{ilp}\epsilon_{ips}Q_{ks}\right).
$$

In the first, $\sum_{ip}\epsilon_{ikp}\epsilon_{ips}=-\sum_{ip}\epsilon_{ikp}\epsilon_{isp}=-2\delta_{ks}$, so the term equals $+2Q_{kl}$. The fourth gives $+2Q_{kl}$ in the same way. In the second, $\sum_i\epsilon_{ikp}\epsilon_{ils}=\delta_{kl}\delta_{ps}-\delta_{ks}\delta_{pl}$, so the term is $-\delta_{kl}\sum_pQ_{pp}+Q_{lk}=Q_{kl}$, since $Q$ is traceless and symmetric. The third is equal to the second. Altogether

$$
\sum_i[J_i,[J_i,Q_{kl}]]=6\,Q_{kl}. \tag{12}
$$

Choose $k=l=z$ and write $T=Q_{zz}$. It commutes with $J_z$, because $\epsilon_{zzp}=0$. With $J_\pm=J_x\pm iJ_y$, the cross terms cancel in the following sum, and (12) becomes

$$
\tfrac12\left([J_+,[J_-,T]]+[J_-,[J_+,T]]\right)=6T.
$$

Let $c_m=J(J+1)-m(m+1)$. Then $J_+|m\rangle=\sqrt{c_m}\,|m+1\rangle$ and $J_-|m\rangle=\sqrt{c_{m-1}}\,|m-1\rangle$. Expanding,

$$
[J_+,[J_-,T]]=J_+J_-T-J_+TJ_--J_-TJ_++TJ_-J_+ ,
$$

and the diagonal elements of the four terms are $c_{m-1}q_m$, $-c_{m-1}q_{m-1}$, $-c_mq_{m+1}$ and $c_mq_m$. The other double commutator has the same diagonal elements. Hence

$$
c_m(q_m-q_{m+1})+c_{m-1}(q_m-q_{m-1})=6q_m . \tag{13}
$$

At $m=J$ the coefficient $c_J$ is zero, and (13) fixes $q_{J-1}$ in terms of $q_J$. At each lower $m>-J$ the coefficient $c_{m-1}$ is not zero, so (13) fixes $q_{m-1}$ from the two values above it. The solution is therefore unique up to the factor $q_J$.

It remains to check that $f_m$ is a solution. With $X=J(J+1)$, $c_m=X-m^2-m$ and $c_{m-1}=X-m^2+m$. For the trial sequence $m^2$ the left side of (13) is

$$
-(2m+1)(X-m^2-m)+(2m-1)(X-m^2+m).
$$

The terms with $X-m^2$ add to $-2(X-m^2)$, and the others to $m(2m+1)+m(2m-1)=4m^2$. The result is $6m^2-2X$. A constant sequence contributes nothing on the left. For $f_m=3m^2-X$ the left side is thus $3(6m^2-2X)=6f_m$, as required. Finally $f_J=3J^2-J^2-J=J(2J-1)$, which is positive for $J\ge1$, and this gives (11). $\square$

### The perturbation in terms of angular momentum

Off-diagonal elements are needed beyond first order. Within the level define

$$
T_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac13\delta_{ij}J(J+1).
$$

This is a symmetric traceless tensor operator, and $T_{zz}$ has the diagonal elements $m^2-\frac13J(J+1)=\frac13f_m$. With $\kappa=3q_J/[J(2J-1)]$, the operator $D_{ij}=PQ_{ij}P-\kappa T_{ij}$ has $D_{zz}$ with zero diagonal elements. Since $D_{zz}$ commutes with $J_z$, whose eigenvalues in the level are all different, it has no off-diagonal elements either, so $D_{zz}=0$. Rotation then gives $\sum_{ij}n_in_jD_{ij}=0$ for every $\mathbf n$. A symmetric quadratic form that vanishes in all directions has zero coefficients, so $D_{ij}=0$ and $PQ_{ij}P=\kappa T_{ij}$.

The quadrupole moment of the level is defined in the state of largest $m$:

$$
\Theta=\langle J;\hat{\mathbf z}|\tfrac12\sum_kq_k(3z_k^2-r_k^2)|J;\hat{\mathbf z}\rangle=\tfrac12q_J .
$$

Thus $\kappa=6\Theta/[J(2J-1)]$, and the factor $\frac16$ in $g$ cancels the 6:

$$
PVP=\sum_{ij}G_{ij}J_iJ_j,\qquad G_{ij}=\frac{\Theta\,\phi_{ij}}{J(2J-1)}. \tag{14}
$$

The term with $\delta_{ij}$ in $T_{ij}$ dropped out because $G$ is traceless. Inserting $q_m=2\Theta f_m/[J(2J-1)]$ in the first-order shift gives

$$
E_m(\mathbf n)=\tfrac12\left[3m^2-J(J+1)\right]\mathbf n\cdot G\cdot\mathbf n . \tag{15}
$$

Equations (13), (14) and (15) were tested for $J=\frac32$ and $J=\frac52$ by direct angular integration with $l=2$ wavefunctions coupled to spin $\frac12$.

### A worked example

Take a model level with $J=\frac52$ and $\Theta=2\,ea_0^2$, where $e>0$ is the elementary charge and $a_0$ the Bohr radius. The positive sign describes electronic charge concentrated near the equator of the stretched state. Let the second derivatives of the potential be, in V/mm²,

$$
\phi=\begin{pmatrix}-40&-12&6\\-12&10&-8\\6&-8&30\end{pmatrix},
$$

whose trace is $-40+10+30=0$. All energies are now divided by $h$ and given in Hz. A gradient of 1 V/mm² acting on a moment $ea_0^2$ corresponds to 0.677106 Hz, and $J(2J-1)=10$. Hence $G=(2\times0.677106/10)\,\phi=0.135421\,\phi$, in Hz for $\phi$ in V/mm².

The axes are $\mathbf n_1=(1,2,2)/3$, $\mathbf n_2=(2,1,-2)/3$ and $\mathbf n_3=(2,-2,1)/3$. For the first, $\phi$ acting on $(1,2,2)$ gives $(-52,-8,50)$. The scalar product with $(1,2,2)$ is $-52-16+100=32$, and division by 9 gives 3.5556 V/mm². Therefore $\mathbf n_1\cdot G\cdot\mathbf n_1=0.4815$ Hz. The factors $\frac12f_m$ for $m=\frac12,\frac32,\frac52$ are $-4,-1,5$. The first-order shifts in Hz are:

| Axis | $\mathbf n\cdot G\cdot\mathbf n$ | $m=\frac12$ | $m=\frac32$ | $m=\frac52$ |
|---|---:|---:|---:|---:|
| 1 | 0.4815 | −1.926 | −0.481 | 2.407 |
| 2 | −1.4144 | 5.658 | 1.414 | −7.072 |
| 3 | 0.9329 | −3.732 | −0.933 | 4.665 |

Each column sums to zero within rounding, which is part (a). Each row of shifts does so too, which is part (b), since the negative $m$ repeat the same three values. The individual shifts reach 7 Hz, and neither average requires $\phi$ to be known.

### Finite magnetic field

Part (a) is a first-order statement. To find what it leaves, use a right-handed frame $(a,b,n)$ with its third axis along the field. The perturbation (14) connects $m$ with $m\pm1$ and $m\pm2$. For one step,

$$
\langle m+1|J_aJ_n+J_nJ_a|m\rangle=(2m+1)\tfrac12\sqrt{c_m},
$$

because $J_n$ gives $m$ when it acts first and $m+1$ when it acts last. For $J_b$ the factor $\frac12$ becomes $-\frac i2$. For two steps, $J_a^2$ contains $\frac14J_+^2$, $J_b^2$ contains $-\frac14J_+^2$, and $J_aJ_b+J_bJ_a$ contains $-\frac i2J_+^2$. Hence

$$
\begin{aligned}
V_{m+1,m}&=\tfrac12(2m+1)\sqrt{c_m}\,(G_{an}-iG_{bn}),\\
V_{m+2,m}&=\sqrt{c_mc_{m+1}}\left[\tfrac14(G_{aa}-G_{bb})-\tfrac i2G_{ab}\right].
\end{aligned}
$$

The energy denominator for a transition from $m$ to $m\mp k$ is $\pm k\Delta$. The second-order shift is therefore

$$
\begin{aligned}
E^{(2)}_m=\frac1\Delta\Big\{&\tfrac14\left(G_{an}^2+G_{bn}^2\right)\left[(2m-1)^2c_{m-1}-(2m+1)^2c_m\right]\\
&+\tfrac12\left[\tfrac1{16}(G_{aa}-G_{bb})^2+\tfrac14G_{ab}^2\right]\left[c_{m-1}c_{m-2}-c_mc_{m+1}\right]\Big\}.
\end{aligned}\tag{16}
$$

From its definition, $c_{-k}=c_{k-1}$. Replacing $m$ by $-m$ thus exchanges the two terms in each of the brackets containing $c$, and $E^{(2)}_{-m}=-E^{(2)}_m$. The mean of $m$ and $-m$ has no second-order shift.

For $J=\frac52$ and $m=\frac12$, the values are $c_{-3/2}=8$, $c_{-1/2}=9$, $c_{1/2}=8$ and $c_{3/2}=5$. The first bracket containing $c$ is $0-4\times8=-32$ and the second is $72-40=32$, so

$$
E^{(2)}_{1/2}=\frac1\Delta\left[-8(G_{an}^2+G_{bn}^2)+(G_{aa}-G_{bb})^2+4G_{ab}^2\right].
$$

Now let $\mathbf n$ be each of the three axes in turn. Let $D$ be the sum of the squared diagonal elements of $G$ in the frame of these axes, and $O$ the sum of $G_{12}^2$, $G_{23}^2$ and $G_{13}^2$. Every off-diagonal square occurs twice in the first term and once in the last. The squared differences add to $3D$, because the diagonal elements sum to zero. The mean is

$$
\frac{3D-16O+4O}{3\Delta}=\frac{D-4O}{\Delta}. \tag{17}
$$

The table gives $D=0.4815^2+1.4144^2+0.9329^2=3.10$ Hz². The sum of the squares of all elements, $D+2O$, is the same in every frame, and from $\phi$ it is $0.135421^2\times3088=56.63$ Hz². Thus $2O=53.53$ Hz². For a Zeeman spacing of 10 kHz, (17) gives $(3.10-107.06)/10^4=-0.0104$ Hz. Exact diagonalisation of the model Hamiltonian gives $-0.010404$ Hz for $m=\frac12$ and $+0.010387$ Hz for $m=-\frac12$. Their mean is $-8.4\times10^{-6}$ Hz.

The order in $\Delta$ follows by counting. A term of order $k$ in $V$ has $k-1$ energy denominators and scales as $\Delta^{1-k}$. The three axes remove $k=1$, and the pair $\pm m$ removes $k=2$, so the residue scales as $\Delta^{-1}$ for one $m$ and as $\Delta^{-2}$ for the pair, unless the next term also vanishes. When the spacing is doubled, the residues, taken as root sums of squares over the sublevels, fall by factors of 2.0000 and 4.0000.

In the opposite regime the spacing is comparable with $V$ or smaller. Assign the eigenvalues in ascending order to $m=-\frac52,\dots,\frac52$ and subtract $m\Delta$. At a spacing of 5 Hz and field axis 1, the shifts so defined run from $-23.3$ to $20.5$ Hz. Their average is still zero, as part (b) demands. The three-axis mean for $m=\frac12$ is 5.3 Hz, as large as the shifts that it was meant to remove.

### Misaligned axes and changing conditions

Let the first axis be tilted by an angle $\varepsilon$ towards the second: $\mathbf n_1'=\mathbf n_1\cos\varepsilon+\mathbf n_2\sin\varepsilon$. With $G_{ab}=\mathbf n_a\cdot G\cdot\mathbf n_b$,

$$
\mathbf n_1'\cdot G\cdot\mathbf n_1'=G_{11}+G_{12}\sin2\varepsilon+(G_{22}-G_{11})\sin^2\varepsilon .
$$

The sum over the three original axes vanishes, so the first-order mean is one third of the change in the first shift:

$$
\bar E_m=\frac{f_m}{6}\left[G_{12}\sin2\varepsilon+(G_{22}-G_{11})\sin^2\varepsilon\right]. \tag{18}
$$

In the example $G_{12}=-3.1899$ Hz. For $\varepsilon=1^\circ$ and $m=\frac12$ the bracket is $-0.1113-0.0006=-0.1119$ Hz, and multiplication by $-\frac86$ gives 0.149 Hz. This is 2.6% of the largest single shift of $m=\frac12$, and about fourteen times the magnitude of the finite-field residue at 10 kHz. The term linear in $\varepsilon$ is absent if $G_{12}=0$, for instance when the chosen axes are the principal axes of $G$. The sublevel average is insensitive to the tilt, because part (b) holds for every direction.

The three-axis average also assumes that $G$ stays the same. If $G$ differs by $\delta G$ while the field points along $\mathbf n_1$, the mean acquires $\frac16f_m\,\mathbf n_1\cdot\delta G\cdot\mathbf n_1$. A change of the field strength between the axes alters the linear Zeeman energy $m\Delta$, which cancels if $m$ and $-m$ are both measured at each setting. In a real ion, magnetic mixing with other levels adds a shift quadratic in the field. It is equal for $m$ and $-m$, so it does not cancel in this way, and in general its average over the sublevels is not zero. It must be corrected for separately if it matters at the accuracy sought. The sublevel average requires $G$ and $\Delta$ to be steady only while the sublevels of one setting are measured.

### Mixing with other levels

Neither average removes every effect of $V$ once other levels are admitted. If all the levels $k$ coupled by $V$ lie above the one considered, the mixing adds to each sublevel the second-order energy

$$
-\sum_k\frac{|\langle k|V|m;\mathbf n\rangle|^2}{E_k-E_0},
$$

with Zeeman energies neglected in the denominators. No term is positive, so the average over the sublevels is negative unless all the couplings vanish. Levels that lie below, such as a $J=\frac32$ fine-structure partner under a $J=\frac52$ level, contribute with the opposite sign, and the total then vanishes only by accident. This does not contradict the theorem. The mixing energy is quadratic in $V$ and contains a scalar part, which no choice of axes or sublevels can average away. It is small when the matrix elements of $V$ are small compared with the distance to the neighbouring levels, and this, together with Zeeman energies small compared with the same distance, is the condition under which the level may be called isolated. The main values for the example are given in the numerical output.

## Numbers as computed

```
J = 2.5, Theta = 2.0 e a0^2
phi row x (V/mm^2): [-40. -12.   6.]
phi row y (V/mm^2): [-12.  10.  -8.]
phi row z (V/mm^2): [ 6. -8. 30.]
e a0^2 * (1 V/mm^2) / h = 0.677106 Hz
G/phi = 0.135421 Hz per V/mm^2
3m^2-J(J+1) for m=1/2,3/2,5/2: [-8. -2. 10.]
axis 1: 3n = [1 2 2], n.phi.n = 3.5556 V/mm^2, n.G.n = 0.4815 Hz
  first-order shifts m=1/2,3/2,5/2 (Hz): [-1.926  -0.4815  2.4075]
  average over all sublevels: 0.000000 Hz
axis 2: 3n = [ 2  1 -2], n.phi.n = -10.4444 V/mm^2, n.G.n = -1.4144 Hz
  first-order shifts m=1/2,3/2,5/2 (Hz): [ 5.6576  1.4144 -7.072 ]
  average over all sublevels: 0.000000 Hz
axis 3: 3n = [ 2 -2  1], n.phi.n = 6.8889 V/mm^2, n.G.n = 0.9329 Hz
  first-order shifts m=1/2,3/2,5/2 (Hz): [-3.7316 -0.9329  4.6645]
  average over all sublevels: 0.000000 Hz
three-axis averages m=1/2,3/2,5/2 (Hz): [0. 0. 0.]
Zeeman spacing: 10000 Hz
m=1/2 three-axis mean, exact: -0.010404 Hz
m=1/2 three-axis mean, second order: -0.010395 Hz
m=-1/2 three-axis mean, exact: 0.010387 Hz
m=+-1/2 and three-axis mean, exact: -8.410e-06 Hz
residue ratio on doubling spacing, single m: 2.0000
residue ratio on doubling spacing, +-m mean: 4.0000
spacing 5 Hz, axis 1, shifts m=-5/2..5/2 (Hz):
   [-23.3151 -17.8384   0.2647   4.6703  15.7422  20.4764]
  their average: 0.000000 Hz
spacing 5 Hz, three-axis mean m=1/2: 5.2762 Hz
G_12 between axes 1 and 2: -3.1899 Hz
1 degree tilt, three-axis mean m=1/2: 0.1492 Hz
Stark test, l=2, m=0, three axes (model energy units): [-0.6 -1.2 -0.6]
  three-axis mean -0.80000, scalar shift -0.80000 (same units)
rank-4 test, J=5/2, x,y,z-axis mean for m=1/2,3/2,5/2
  (model energy units): [ 0.0381  -0.05714  0.01905]
```
